# Orbital magnetization of a crystal from wave packets, with Haldane-model tests, part 2

A two-dimensional crystal of spinless, independent electrons (charge $-1$) is in a field $\mathbf B=B\hat{\mathbf z}$. Its orbital magnetization is $M=-\partial(G/\text{area})/\partial B$ at $B=0$ and fixed chemical potential $\mu$ and temperature $T$, with $G=\mathrm{Tr}\,g(H)$, $g(\varepsilon)=-T\ln(1+e^{-(\varepsilon-\mu)/T})$ and $g'=f$, the Fermi function. Units are Hartree atomic; $M$ is in $e\hbar/m_e$ per bohr$^2$.

The bands $\varepsilon_n$ and cell-periodic states $u_n$ belong to $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$. Here $\partial_\alpha=\partial/\partial k_\alpha$ and $\int_k=\int_{\rm BZ}d^2k/(2\pi)^2$. The theorem to be proved is

$$M=\sum_n\int_{\rm BZ}\frac{d^2k}{(2\pi)^2}\,\big[m_n f(\varepsilon_n)-\Omega_n\,g(\varepsilon_n)\big],\tag{1}$$

$$m_n=\mathrm{Im}\langle\partial_xu_n|(H_{\mathbf k}-\varepsilon_n)|\partial_yu_n\rangle,\qquad \Omega_n=-2\,\mathrm{Im}\langle\partial_xu_n|\partial_yu_n\rangle.\tag{2}$$

Equivalently, with $P_{n'n}=-P_{nn'}$,

$$m_n=\sum_{n'\ne n}P_{nn'}(\varepsilon_{n'}-\varepsilon_n),\quad\Omega_n=-2\sum_{n'\ne n}P_{nn'},\quad P_{nn'}=\frac{\mathrm{Im}\,[(\partial_xH)_{n'n}^*(\partial_yH)_{n'n}]}{(\varepsilon_n-\varepsilon_{n'})^2}.\tag{6}$$

**A3** states that bands do not touch. **A5** assumes, to first order in $B$, one-band variational packet dynamics and one state per $(2\pi)^2$ of canonical phase space.

**Lemma 1.** With $\mathbf v=i[H,\mathbf r]$ and $\hat m=-\tfrac12[(\mathbf r-\mathbf c)\times\mathbf v]_z$, a finite system has $-\partial G/\partial B=\mathrm{Tr}[f(H)\hat m]$ for any point $\mathbf c$. In tight binding, $H_{ij}\to H_{ij}\exp(-i\int_{\mathbf r_j}^{\mathbf r_i}\mathbf A\cdot d\mathbf l)$.

**Lemma 3.** A packet has energy $\varepsilon_n-m_nB$ to first order in $B$. Its self-rotation about its centre is $m_n+O(\sigma^2)$, where $\sigma$ is the width in $\mathbf k$ of its weight $|w|^2$. For amplitude $w=|w|e^{-i\gamma}$, the centre tends to $\partial_\alpha\gamma+\mathcal A_\alpha$ as $\sigma\to0$, with Berry connection $\mathcal A_\alpha=i\langle u|\partial_\alpha u\rangle$.

**Lemma 5.** The density of states is $(1+B\Omega_n)/(2\pi)^2$ to first order in $B$.

With $\mathcal E$ the packet energy plus any slowly varying potential, subscripts on $\mathcal E$ for derivatives, and $D=1+B\Omega$, the motion is

$$D\dot x=\mathcal E_{k_x}+\Omega\mathcal E_y,\quad D\dot y=\mathcal E_{k_y}-\Omega\mathcal E_x,\quad D\dot k_x=-\mathcal E_x-B\mathcal E_{k_y},\quad D\dot k_y=-\mathcal E_y+B\mathcal E_{k_x}.\tag{7}$$

### Proof of the theorem

For a smooth function $F$ of energy, Lemmas 3 and 5 give $\mathrm{Tr}F(H)/\text{area}=\sum_n\int_k(1+B\Omega_n)F(\varepsilon_n-m_nB)+O(B^2)$. The domain does not depend on $B$, since $\mathbf k$ is the gauge-invariant momentum and $\varepsilon_n,m_n,\Omega_n$ are periodic in it. The product rule at $B=0$ gives

$$\frac{\partial}{\partial B}\frac{\mathrm{Tr}F(H)}{\text{area}}=\sum_n\int_k\big[\Omega_nF(\varepsilon_n)-m_nF'(\varepsilon_n)\big].\tag{8}$$

The choice $F=g$ and a change of sign give (1). ∎

*Remark 4 (meaning of the second term).* Set $B=0$ and confine the crystal to the left of an edge by a slow potential $V(x)$ that rises from $0$ to $\infty$. By (7), $\dot y=\partial_y\varepsilon-\Omega V'$. The packet centres carry the current density $j_y=-\int_kf(\varepsilon+V)\,\dot y$. The first part is the zone integral of the derivative $\partial_yg(\varepsilon+V)$ and vanishes. The second is $\int_k\Omega\,V'f(\varepsilon+V)$, and its integral across the edge is $\int_k\Omega\,[g(\infty)-g(\varepsilon)]=-\int_k\Omega g$. A magnetization $M\hat{\mathbf z}$ has the edge current $M\hat{\mathbf z}\times\hat{\mathbf x}=M\hat{\mathbf y}$ on this edge. For slow confinement the second term of (1) is thus the drift of packet centres round the boundary, and its value does not depend on the shape of $V$. The drift is only part of the edge current. The self-rotation density $\int_kmf(\varepsilon+V)$ falls to zero across the edge, and its curl adds $\int_kmf$, so the total current on the edge is the full $M$.

### Corollaries

**Corollary 1 (zero temperature).** $M=\sum_n\int_k\Theta(\mu-\varepsilon_n)\,\mathrm{Im}\langle\partial_xu_n|(H_{\mathbf k}+\varepsilon_n-2\mu)|\partial_yu_n\rangle$.

*Proof.* As $T\to0$, $f\to1$ and $g\to\varepsilon-\mu$ below $\mu$, and both vanish above. Then $-\Omega g=2(\varepsilon-\mu)\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle$, and $(H_{\mathbf k}-\varepsilon)+2(\varepsilon-\mu)=H_{\mathbf k}+\varepsilon-2\mu$. The integrand is independent of the phase of $u$ because $m$ and $\Omega$ are, by (6). ∎

For a metal this is the limit $T\to0$ taken after $B\to0$. In the other order the sharp Fermi function resolves the Landau levels, the expansion in $B$ behind (8) fails, and $G$ has de Haas–van Alphen oscillations.

**Corollary 2 (Středa formula).** The electron density $n_e$ obeys $\partial n_e/\partial B=\partial M/\partial\mu=\sum_n\int_k(\Omega_nf-m_nf')$. At $T=0$ with $\mu$ in a gap both equal $C/2\pi$, where $C=\frac1{2\pi}\sum_{\rm occ}\int d^2k\,\Omega_n$ is an integer.

*Proof.* The first form is (8) with $F=f$. The second follows from (1) with $\partial_\mu f=-f'$ and $\partial_\mu g=-f$. In a gap $f'=0$ on every band, which leaves $\sum_{\rm occ}\int_k\Omega_n=C/2\pi$. For integrality take $B=2\pi p/(QS_c)$, with $S_c$ the cell area and $p=\pm1$, one flux quantum through $Q$ cells. The problem is then periodic in a supercell of $Q$ cells, as constructed below, and the number of states per supercell below the gap is an integer. It equals $QN_b+QS_cB\,C/2\pi+O(QB^2)=QN_b+pC+O(1/Q)$ for $N_b$ filled bands. Letting $Q\to\infty$ forces $C$ to be an integer, the Chern number. ∎

In a gap at $T=0$, $M$ is therefore linear in $\mu$, and constant if $C=0$. A Chern insulator has no single value of $M$ until $\mu$ is given, although its bulk occupation is the same throughout the gap. A one-way edge channel accounts for the size of the slope, since its current changes by $|v|\,dk/2\pi=d\mu/2\pi$.

**Corollary 3 (pair form).** By (6) the integrand of (1) is $\sum_{n\ne n'}P_{nn'}[(\varepsilon_{n'}-\varepsilon_n)f_n+2g_n]$, and antisymmetry of $P$ turns it into

$$\sum_{n<n'}P_{nn'}\big[(\varepsilon_{n'}-\varepsilon_n)(f_n+f_{n'})-2(g_{n'}-g_n)\big].$$

Since $g_{n'}-g_n=\int f\,d\varepsilon$, the bracket is twice the error of the trapezoidal rule, $\delta^3f''/6$ to leading order in $\delta=\varepsilon_{n'}-\varepsilon_n$, while $|P|$ is at most a constant times $\delta^{-2}$ for bounded velocity matrix elements. At $T>0$ the pair term is thus at most of order $\delta$ and stays finite where bands approach or touch, although $m_n$ and $\Omega_n$ can grow without bound as a gap closes (as $1/d_z$ and $1/d_z^2$ at a valley in Lemma 6) and the proof, which needs A3, does not apply at a touching. At $T=0$ a pair of occupied states gives $2\delta-2\delta=0$, so $M=0$ when all bands of a finite model are full.

**Corollary 4 (two bands).** For $H_{\mathbf k}=d_0+\mathbf d\cdot\boldsymbol\sigma$ and $\varepsilon_\pm=d_0\pm|\mathbf d|$, equation (6) with $P=P_{-+}$ gives $\Omega_-=-2P=-\Omega_+$, $m_-=2|\mathbf d|P$ and $m_+=(-P)(-2|\mathbf d|)$. Hence $m_+=m_-=-\Omega_-|\mathbf d|$. With the lower band full at $T=0$, $m_-+\Omega_-(\mu-d_0+|\mathbf d|)=\Omega_-(\mu-d_0)$, so

$$M=\int_k\Omega_-(\mu-d_0).\tag{9}$$

**Corollary 5 (time reversal).** If $H'=H^*$ in the position basis, then $H'_{\mathbf k}=H_{-\mathbf k}^*$ and $u'_{\mathbf k}=u_{-\mathbf k}^*$. The two sign changes from the derivatives cancel in (2) and the conjugation reverses the imaginary part, so $m'(\mathbf k)=-m(-\mathbf k)$, $\Omega'(\mathbf k)=-\Omega(-\mathbf k)$ and $M'=-M$. A real Hamiltonian has $M=0$.

### The Haldane model

The lattice vectors are $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}2)$. Site A lies at $(\mathbf a_1+\mathbf a_2)/3$ with energy $+\Delta$, and site B at twice that vector with energy $-\Delta$. Nearest neighbours are coupled by $-t_1$. For $\mathbf r_j-\mathbf r_i=\mathbf b\in\{\mathbf a_1,\mathbf a_2-\mathbf a_1,-\mathbf a_2\}$, $H_{ij}=t_2e^{i\phi}$ on A and $t_2e^{-i\phi}$ on B, with conjugates for $-\mathbf b$. Then $H_{AA}=\Delta+2t_2\sum_{\mathbf b}\cos(\mathbf k\cdot\mathbf b+\phi)$ and $H_{BB}=-\Delta+2t_2\sum_{\mathbf b}\cos(\mathbf k\cdot\mathbf b-\phi)$, whose half sum and half difference are

$$d_0=2t_2\cos\phi\sum_{\mathbf b}\cos\mathbf k\cdot\mathbf b,\qquad d_z=\Delta-2t_2\sin\phi\sum_{\mathbf b}\sin\mathbf k\cdot\mathbf b .$$

The off-diagonal element is $H_{AB}=-t_1\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}$ with $\boldsymbol\delta_{1,2}=a(\pm\tfrac12,\tfrac{\sqrt3}6)$ and $\boldsymbol\delta_3=a(0,-\tfrac{\sqrt3}3)$. Reversing $\phi$ conjugates $H$, so $M$ is odd in $\phi$ by Corollary 5.

**Lemma 6 (valleys).** At $\eta\mathbf K$, with $\mathbf K=(4\pi/3a,0)$, $\eta=\pm1$ and $v=\sqrt3t_1a/2$: $d_0=-3t_2\cos\phi$, $d_z=\Delta+3\sqrt3\,\eta\,t_2\sin\phi$, $\Omega_-=-\eta\,\mathrm{sgn}(d_z)\,v^2/2d_z^2$ and $m_\pm=\eta v^2/2d_z$.

*Proof.* The angles $\mathbf k\cdot\mathbf b$ are $\eta(4\pi/3,-2\pi/3,-2\pi/3)$, each with cosine $-\tfrac12$ and sine $-\eta\sqrt3/2$. The angles $\mathbf k\cdot\boldsymbol\delta_j$ are $\eta(2\pi/3,-2\pi/3,0)$, so $H_{AB}=0$ and the eigenstates sit on single sublattices. The derivatives are $\partial_xH_{AB}=-it_1\tfrac a2(i\eta\sqrt3)=\eta v$ and $\partial_yH_{AB}=-it_1a(-\tfrac{\sqrt3}6-\tfrac{\sqrt3}3)=iv$. For $d_z>0$ the upper state is A, and $P=\mathrm{Im}[\eta v\cdot iv]/4d_z^2=\eta v^2/4d_z^2$. For $d_z<0$ the upper state is B, the elements are conjugated and $P$ changes sign. Corollary 4 gives the rest. ∎

The gap closes where $H_{AB}$ and $d_z$ both vanish. Three unit phases sum to zero only at $120^\circ$ to each other, which selects $\pm\mathbf K$, so the gap closes at $|\Delta|=3\sqrt3t_2|\sin\phi|$. The integer $C$ is continuous in $\Delta$ elsewhere. Above this value it equals its limit for $\Delta\to\infty$, where $P\to0$ and $C=0$.

### Quantum calculations that do not use A5

*Magnetic supercell.* Write $\mathbf r=s_1\mathbf a_1+s_2\mathbf a_2$ and choose $\mathbf A\cdot d\mathbf l=\Phi s_1ds_2$ with $\Phi=BS_c=2\pi p/Q$; its curl is $B$ because $dx\,dy=S_c\,ds_1ds_2$. The Peierls phase of $H_{ij}$ is $\Phi\bar s_1(s_{2j}-s_{2i})$. It is unchanged by $s_2\to s_2+1$. Under $s_1\to s_1+Q$ it gains $\Phi Q(s_{2j}-s_{2i})$, which is undone by $\psi(s_1+Q,s_2)=e^{i\vartheta_1}e^{-2\pi ips_2}\psi(s_1,s_2)$. This condition is compatible with $\psi(s_1,s_2+1)=e^{i\vartheta_2}\psi$ since $p$ is an integer. A $2Q\times2Q$ matrix results, and $M$ is estimated by $-[G(B)-G(-B)]/(2B\,QS_c)$.

*Open flake.* For $L\times L$ cells at $B=0$, the total moment is $\mathrm{Tr}[f(H)\hat m]$ from Lemma 1, edges included.

**Lemma 7 (locality).** At $T>0$, up to terms exponentially small in $L$ or $Q$: the flake moment is $MS_cL^2+\beta_1L+\beta_0$; the supercell $G$ is independent of $\vartheta_{1,2}$; and the symmetric difference has error $O(B^2)$.

*Proof.* The spectrum is bounded and $g$ is analytic in a strip of half-width $\pi T$, so polynomials of degree $N$ approximate it with an error that falls exponentially in $N$. $\mathrm{Tr}H^N$ is a sum over closed paths of $N$ hops. A path that does not wind round the supercell carries the phase $e^{\mp iB\Sigma}$ of its enclosed area $\Sigma$, bounded by a constant times $N^2$, so the derivatives in $B$ converge as well. The contribution of a starting site depends on its surroundings within $N$ hops, and for $N\ll L$ the sites fall into interior, edge and corner classes whose numbers are polynomials of degree $2,1,0$ in $L$. The angle $\vartheta_1$ enters through paths that wind round the supercell, with $N\gtrsim Q$. A shift of $\vartheta_2$ equals a shift of $s_1$, and a sum over $Q$ equally spaced values of $s_1$ retains only harmonics that are multiples of $Q$, which again need $N\gtrsim Q$. For smooth $G(B)$ the symmetric difference is $G'+G'''B^2/6+\dots$ ∎

At $T=0$ with $\mu$ in a gap of the supercell spectrum, the function $\min(\varepsilon-\mu,0)$ is analytic around each group of bands, and the supercell statements hold as well. The estimates at $Q$ and $2Q$ are combined as $(4M_{2Q}-M_Q)/3$, and three flake sizes fix the quadratic.

### Worked example

The parameters are round model values: $a=5$ bohr, $S_c=21.6506$ bohr$^2$, $t_1=0.1$ Ha, $t_2=0.02$ Ha, $\phi=\pi/4$. The critical site energy is $0.07348$ Ha, and $\Delta=0.03$ Ha and $0.12$ Ha lie on either side of it. All values are listed in the numerical output below; the digits serve the comparison of methods within the model.

*Valley.* For $\Delta=0.03$ Ha at $-\mathbf K$, $d_z=0.03-0.07348=-0.04348$ Ha and $v=0.43301$, $v^2=0.1875$. Lemma 6 gives $m=-0.1875/(2\times(-0.04348))=+2.156$, or $4.31\,\mu_B$, and $\Omega_-=-2.156/0.04348=-49.6$ bohr$^2$. The gap runs from $-0.08591$ to $0.00106$ Ha, a width of $2|d_z|$. The zone integral gives $C=-1$, the sign of $\Omega_-$ at both valleys. For $\Delta=0.12$ Ha, $C=0$ and the gap runs from $-0.08894$ to $0.00409$ Ha.

*Coupling.* On a $5\times5$ flake at $T=0.01$ Ha and $\mu=0.04$ Ha, the operator $\hat m$ and the derivative $-dG/dB$ in the supercell gauge both give $-2.560231$, which tests Lemma 1 and ties the signs of the two methods together.

*Packet.* A Gaussian packet with real $w$ in the upper band at $-\mathbf K+(0.03,0.05)$ bohr$^{-1}$, with the B amplitude of $u$ chosen real, has $\gamma=0$. Its centre extrapolates to $(-1.1099,0.6628)$ bohr, against the connection $(-1.1100,0.6629)$ bohr. The self-rotation is $1.76942$ and $1.77601$ for $\sigma=0.01$ and $0.005$ bohr$^{-1}$, against $m=1.77824$ from (6). The shortfalls $0.00882$ and $0.00223$ have the ratio $3.96$, close to the $4$ of an $O(\sigma^2)$ error, and $(4\times1.77601-1.76942)/3=1.7782$.

*Energy shift alone.* Near an isotropic band minimum $\varepsilon_0$ with mass $m^*$, the leading packet energy is $\varepsilon_0-mB+q^2/2m^*$, and (7) describes cyclotron motion at frequency $|B|/m^*$. The zero-point energy is even in $B$, so $-[E_0(B)-E_0(-B)]/2B\to m$ for the lowest level $E_0$. The upper band has its minimum at $-\mathbf K$, where this estimate is $2.13840$ at $Q=1000$ and $2.14708$ at $Q=2000$. The shortfalls from $2.15593$, namely $0.01753$ and $0.00885$, have the ratio $1.98$, so the error is linear in $|B|$, and the extrapolation $2\times2.14708-2.13840=2.1558$ lies within $0.01\%$ of $m$.

*Density of states alone.* At $Q=150$ there are $149$ states below the gap for $+B$ and $151$ for $-B$, equal to $Q+pC$ with $C=-1$. Without the factor $1+B\Omega$ both counts would be $150$, the value that the test finds for $\Delta=0.12$ Ha.

*Zero temperature.* In the Chern phase the $m$ term is $0.015630$ throughout the gap. At $\mu=-0.07$ Ha, $M=0.015630-0.009422=0.006208$, and per cell $0.006208\times21.6506/0.5=0.2688\,\mu_B$. At $\mu=-0.02$ Ha, $M=0.015630-0.017380=-0.00175$, or $-0.0757\,\mu_B$ per cell. Corollary 1 evaluated with finite-difference states, equation (9) and the supercell agree in all six decimals. The slope is $(-0.001749-0.006208)/0.05=-0.1591$, and the unrounded supercell value $-0.159155$ equals $C/2\pi$. The magnetization changes sign at $\mu=-0.07+0.006208/0.159155=-0.031$ Ha, which by (9) is the average of $d_0$ weighted with $\Omega_-$. In the trivial phase $M=0.003818-0.003340=0.000478$ at both values of $\mu$, or $0.0207\,\mu_B$ per cell. The $m$ term alone is $8.0$ times the total. By (9) with $C=0$, $M=-\int_k\Omega_-d_0$, which would vanish at $\phi=\pi/2$, where $d_0=0$.

*Finite temperature.* For $\Delta=0.03$ Ha the value $T=0.01$ Ha is chosen so that the exponential errors of Lemma 7 are small at the sizes used.

| $\mu$ (Ha) | $m$ term | $\Omega$ term | $M$ | $\mu_B$/cell |
|---|---|---|---|---|
| $-0.12$ | $0.011365$ | $-0.002878$ | $0.008487$ | $0.3675$ |
| $-0.04$ | $0.015631$ | $-0.014196$ | $0.001435$ | $0.0622$ |
| $+0.04$ | $0.018550$ | $-0.025696$ | $-0.007146$ | $-0.3094$ |

The extrapolated supercell and flake values equal $M$ in all six decimals, and neither term alone reproduces them at any of the three $\mu$. The supercell fields are $454.8$ T and $227.4$ T, and even the larger one changes the estimate by about $2\times10^{-6}$ atomic units or less. The flakes converge slowly. At $\mu=-0.12$ Ha the moments per area fall short of $0.008487$ by $0.000869$, $0.000680$ and $0.000558$ for $L=14,18,22$, the last being $6.6\%$ of the bulk value. Multiplied by $L$ these are $0.0122$, $0.0122$ and $0.0123$, the $1/L$ edge term of Lemma 7. Further tests confirm that the supercell $G$ does not change with $\vartheta_{1,2}$, that (1) is odd in $\phi$ and that it vanishes at $\phi=0$.

At $\mu=-0.04$ Ha the $m$ term differs from its $T=0$ value by about $10^{-6}$. Since $m_+=m_-$, its weight is $f_-+f_+$, which equals $1$ at any $T$ where $d_0=\mu$, and the gap centre $(-0.08591+0.00106)/2=-0.0424$ Ha is close to $\mu$. At $-\mathbf K$ itself the weight is $1-0.0100+0.0162=1.006$, so thermal holes and electrons cancel only in part there; the size of the remainder after the zone integral is particular to this example and is not derived here. The values of $\partial n_e/\partial B$ from Corollary 2, from the supercell and from $\partial M/\partial\mu$ agree at $0.04808$, $-0.15629$ and $-0.03199$. The middle one is $1.8\%$ smaller in magnitude than $C/2\pi$; by Corollary 2 the difference comes from the thermal departure of $f_-,f_+,f'$ from $1,0,0$. The first is positive although $C<0$. Corollary 2 ties $\partial n_e/\partial B$ to $C$ only at $T=0$ with $\mu$ in a gap, and $\mu=-0.12$ Ha lies inside the lower band, where the term $-mf'$ also contributes.

## Numbers as computed

```
a = 5.0 bohr, cell area = 21.6506 bohr^2, mu_B = 0.5000 a.u.
t1 = 0.1 Ha, t2 = 0.02 Ha, phi = 0.785398 rad, T = 0.01 Ha
Delta Chern = 0.03 Ha, Delta trivial = 0.12 Ha, critical = 0.07348 Ha
Chern phase: C = -1.00000000, gap from -0.08591 to 0.00106 Ha
-K valley: v = 0.43301 a.u., d_z = -0.04348 Ha, Om_lower = -49.5791 bohr^2
-K valley: m = 2.15593 a.u. = 4.3119 mu_B
packet at -K+(0.03,0.05)/bohr, upper band, widths 0.01, 0.005 /bohr
  centre (-1.1099,0.6628) bohr, connection (-1.1100,0.6629) bohr
  rotation 1.76942, 1.77601, extrap 1.77820; formula m 1.77824 a.u.
5x5 flake, mu=0.04 Ha: operator -2.560231, -dG/dB -2.560231 a.u.
Landau shift m: Q=1000 2.13840, Q=2000 2.14708, extrap 2.15575 a.u.
Q = 150: B = 1.9347e-03 a.u. = 454.8 T
Q = 300: B = 9.6736e-04 a.u. = 227.4 T
states below gap, Q=150: +B 149, -B 151
M in a.u. (e hbar/m_e per bohr^2); dn/dB, dM/dmu in a.u. (e/hbar)
mu = -0.12 Ha: m term 0.011365, Om term -0.002878, M 0.008487 = 0.3675 mu_B/cell
  supercell Q=150 0.008485, Q=300 0.008486, extrap 0.008487
  flake L=14,18,22 0.007618, 0.007807, 0.007929, extrap 0.008487
  dn/dB formula 0.04808, supercell 0.04808, dM/dmu 0.04808
mu = -0.04 Ha: m term 0.015631, Om term -0.014196, M 0.001435 = 0.0622 mu_B/cell
  supercell Q=150 0.001436, Q=300 0.001436, extrap 0.001435
  flake L=14,18,22 0.001458, 0.001455, 0.001453, extrap 0.001435
  dn/dB formula -0.15629, supercell -0.15629, dM/dmu -0.15629
mu = 0.04 Ha: m term 0.018550, Om term -0.025696, M -0.007146 = -0.3094 mu_B/cell
  supercell Q=150 -0.007144, Q=300 -0.007146, extrap -0.007146
  flake L=14,18,22 -0.006230, -0.006429, -0.006557, extrap -0.007146
  dn/dB formula -0.03199, supercell -0.03199, dM/dmu -0.03199
T=0 Chern, mu = -0.07 Ha: m term 0.015630, Om term -0.009422
  compact 0.006208, two-band 0.006208, supercell 0.006208; 0.2688 mu_B/cell
T=0 Chern, mu = -0.02 Ha: m term 0.015630, Om term -0.017380
  compact -0.001749, two-band -0.001749, supercell -0.001749; -0.0757 mu_B/cell
  Chern: supercell dM/dmu -0.159155, C/(2 pi) -0.159155
trivial phase: |C| = 0.000000, gap from -0.08894 to 0.00409 Ha
T=0 trivial, mu = -0.07 Ha: m term 0.003818, Om term -0.003340
  compact 0.000478, two-band 0.000478, supercell 0.000478; 0.0207 mu_B/cell
T=0 trivial, mu = -0.02 Ha: m term 0.003818, Om term -0.003340
  compact 0.000478, two-band 0.000478, supercell 0.000478; 0.0207 mu_B/cell
  trivial: supercell dM/dmu -0.000000, C/(2 pi) 0.000000
```
